**The r-centroid approximation between Morse states**

For vibrational states with overlap S, the approximation replaces the integral of a transition moment m(r) by m(r̄)S, where r̄ is the r-centroid. It is exact for a linear moment with S ≠ 0; for a quadratic moment with curvature coefficient m₂ the error is −m₂κS. Here κ = Q/S − (X/S)², and X and Q are the first and second moments of the product of the two states about a reference distance. The program asserts both statements by comparing quadrature over analytic Morse functions with centroids from grid diagonalization, for equal and unequal range parameters. It also asserts the closed forms for the 0-0 and 1-0 bands, the position of the 1-0 overlap zero, the m₂X²/S divergence near it, and a nearby geometry where the quadratic moment is accidentally exact. A harmonic case is asserted in which S and X vanish together while Q does not. In the output, the band with the smallest overlap (2-1) has a quadratic moment 20% too small in magnitude, while its linear moment is reproduced. Close to the 1-0 overlap zero, the centroid reaches −35.5 Å and the predicted intensity is about 15000 times the true one.

## Check in Python

```python
"""r-centroid approximation <u|m(r)|l> ~ m(rbar) S between Morse states.

Result under test: it is exact for a linear moment m; for a quadratic moment
the error (approximate - exact) is -m2*kappa*S, which diverges as m2*X^2/S
when the overlap S goes to zero while X stays finite.
Symbols: u, l = upper, lower vibrational state; x = r - R_REF;
S = <u|l>, X = <u|x|l>, Q = <u|x^2|l>; rbar = R_REF + X/S;
kappa = Q/S - (X/S)^2; lam = sqrt(2*mass*D)/(a*hbar) for a Morse well
V = D*(1 - exp(-a*(r - re)))^2.
Units: angstrom, cm^-1, debye (D). Wavefunctions are positive at large r.
"""
import numpy as np
from scipy import constants as const
from scipy.special import gammaln, eval_genlaguerre, digamma, polygamma

MASS_U = 8.0
A = 2.0
D_LOW, D_UP = 40000.0, 25000.0
RE_LOW, RE_UP = 1.30, 1.42
R_REF = 1.36
M0, M1, M2 = 1.0, 2.0, 5.0
NV = 4

mass = MASS_U * const.atomic_mass
# hbar^2/(2 mass) in cm^-1 angstrom^2
KIN = const.hbar**2 / (2 * mass) / (const.h * const.c) / 100 * 1e20


def lam_of(depth, a):
    return np.sqrt(depth / KIN) / a


def log_norm(lam, a, v):
    return 0.5 * (np.log(a) + gammaln(v + 1) + np.log(2*lam - 2*v - 1)
                  - gammaln(2*lam - v))


def morse_state(depth, a, re, v, r):
    lam = lam_of(depth, a)
    log_y = np.log(2 * lam) - a * (r - re)
    y = np.exp(log_y)
    envelope = np.exp(log_norm(lam, a, v) + (lam - v - 0.5) * log_y - y / 2)
    return envelope * eval_genlaguerre(v, 2*lam - 2*v - 1, y)


def morse_energy(depth, a, v):
    lam = lam_of(depth, a)
    return depth * (1 - (1 - (v + 0.5) / lam)**2)


def grid_states(depth, a, re, r):
    """Lowest states by diagonalization in a sinc basis on the grid r."""
    n, h = len(r), r[1] - r[0]
    diff = np.subtract.outer(np.arange(n), np.arange(n))
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
    kinetic = kinetic * np.where(diff % 2 == 0, 1.0, -1.0) * KIN / h**2
    potential = depth * (1 - np.exp(-a * (r - re)))**2
    energy, vec = np.linalg.eigh(kinetic + np.diag(potential))
    vec = vec[:, :NV].copy()
    for k in range(NV):
        big = np.nonzero(np.abs(vec[:, k]) > 1e-3 * np.abs(vec[:, k]).max())[0]
        vec[:, k] *= np.sign(vec[big[-1], k])
    return energy[:NV], vec


def quad_linear(r):
    return M0 + M1 * (r - R_REF)


def quad_full(r):
    return M0 + M1 * (r - R_REF) + M2 * (r - R_REF)**2


r_fine = np.linspace(0.7, 2.7, 4001)
h_fine = r_fine[1] - r_fine[0]
r_dvr = np.linspace(0.8, 2.4, 321)


def integrate(f):
    return np.sum(f) * h_fine


def band_data(vu, vl, re_up, a_up=A):
    """S, X, Q, exact linear and exact quadratic moment by quadrature."""
    product = (morse_state(D_UP, a_up, re_up, vu, r_fine)
               * morse_state(D_LOW, A, RE_LOW, vl, r_fine))
    x = r_fine - R_REF
    return (integrate(product), integrate(product * x),
            integrate(product * x**2), integrate(product * quad_linear(r_fine)),
            integrate(product * quad_full(r_fine)))


# Linear exactness and quadratic error law: analytic states with quadrature
# against centroids from diagonalization, for equal and unequal a.
e_low, c_low = grid_states(D_LOW, A, RE_LOW, r_dvr)
x_dvr = r_dvr - R_REF
dvr = {}
max_linear_diff = 0.0
for a_up in (A, 1.7):
    e_up, c_up = grid_states(D_UP, a_up, RE_UP, r_dvr)
    for v in range(NV):
        assert abs(e_up[v] - morse_energy(D_UP, a_up, v)) < 1e-5
        assert abs(e_low[v] - morse_energy(D_LOW, A, v)) < 1e-5
    for vu in range(NV):
        for vl in range(NV):
            p = c_up[:, vu] * c_low[:, vl]
            s, xm, q = p.sum(), p @ x_dvr, p @ x_dvr**2
            rbar = R_REF + xm / s
            kappa = q / s - (xm / s)**2
            _, _, _, lin, full = band_data(vu, vl, RE_UP, a_up)
            lin_diff = abs(quad_linear(rbar) * s - lin)
            max_linear_diff = max(max_linear_diff, lin_diff)
            assert lin_diff < 1e-8
            assert abs(quad_full(rbar) * s - full + M2 * kappa * s) < 1e-7
            if a_up == A:
                dvr[vu, vl] = (s, rbar, kappa)

# Closed forms for the 0-0 and 1-0 bands with equal a.
lam_u, lam_l = lam_of(D_UP, A), lam_of(D_LOW, A)


def closed_band(vu, re_up):
    """Prefactor C, factor g, b, sigma, log(gamma) for vu = 0 or 1, vl = 0."""
    s_u, s_l = lam_u - vu - 0.5, lam_l - 0.5
    sigma = s_u + s_l
    log_bu = np.log(2 * lam_u) + A * re_up
    log_bl = np.log(2 * lam_l) + A * RE_LOW
    log_g = np.logaddexp(log_bu, log_bl) - np.log(2)
    pref = np.exp(log_norm(lam_u, A, vu) + log_norm(lam_l, A, 0) - np.log(A)
                  + s_u * (log_bu - log_g) + s_l * (log_bl - log_g)
                  + gammaln(sigma))
    b = np.exp(log_bu - log_g) if vu == 1 else 0.0
    g = 2 * lam_u - 2 - b * sigma if vu == 1 else 1.0
    return pref, g, b, sigma, log_g


for vu in (0, 1):
    pref, g, b, sigma, log_g = closed_band(vu, RE_UP)
    s, rbar, kappa = dvr[vu, 0]
    assert abs(pref * g - s) < 1e-8
    assert abs((log_g - digamma(sigma) + b / g) / A - rbar) < 1e-7
    assert abs((polygamma(1, sigma) - (b / g)**2) / A**2 - kappa) < 1e-7

# Zero of the 1-0 overlap: X survives, so the centroid diverges.
delta0 = np.log(lam_l * (lam_u - 1) / (lam_u * (lam_l - 1))) / A
s_zero, x_zero, q_zero, lin_zero, full_zero = band_data(1, 0, RE_LOW + delta0)
pref, g, b, sigma10, log_g = closed_band(1, RE_LOW + delta0)
assert abs(s_zero) < 1e-9
assert abs(x_zero - pref * b / A) < 1e-9 and x_zero > 0.01
assert abs(lin_zero - M1 * x_zero) < 1e-8

# Near the zero the error approaches m2*X^2/S.
for shift in (1e-5, -1e-5):
    s, xm, q, lin, full = band_data(1, 0, RE_LOW + delta0 + shift)
    error = quad_full(R_REF + xm / s) * s - full
    assert abs(error * s / (M2 * x_zero**2) - 1) < 1e-2
    # the linear moment remains exact here
    assert abs(quad_linear(R_REF + xm / s) * s - lin) < 1e-9

# Compact form of b/g as a function of the distance from the zero.
for shift in (0.02, 0.1, -0.05):
    s, xm, q, lin, full = band_data(1, 0, RE_LOW + delta0 + shift)
    ratio = -1 / ((lam_l - 1) * (1 - np.exp(-A * shift)))
    kappa = (polygamma(1, sigma10) - ratio**2) / A**2
    assert abs(q / s - (xm / s)**2 - kappa) < 1e-8

# Accidental exactness of the quadratic moment.
trigamma10 = float(polygamma(1, sigma10))
shift_star = -np.log(1 - 1 / ((lam_l - 1) * np.sqrt(trigamma10))) / A
s_st, x_st, q_st, _, full_st = band_data(1, 0, RE_LOW + delta0 + shift_star)
approx_st = quad_full(R_REF + x_st / s_st) * s_st
assert abs(approx_st - full_st) < 1e-9


# Equal-frequency harmonic wells, upper v=2 at +d/2, lower v=1 at -d/2.
def harmonic_moments(d):
    x = np.linspace(-12, 12, 4801)
    xu, xl = x - d / 2, x + d / 2
    up = (2 * xu**2 - 1) / np.sqrt(2) * np.exp(-xu**2 / 2) / np.pi**0.25
    low = np.sqrt(2) * xl * np.exp(-xl**2 / 2) / np.pi**0.25
    p = up * low * (x[1] - x[0])
    return p.sum(), p @ x, p @ x**2


for d in (0.9, 1.99):
    s, xm, q = harmonic_moments(d)
    assert abs(xm / s + 1 / d) < 1e-9
ho_near = harmonic_moments(1.99)
ho_zero = harmonic_moments(2.0)
assert abs(ho_zero[0]) < 1e-11 and abs(ho_zero[1]) < 1e-11
assert abs(ho_zero[2] + np.exp(-1)) < 1e-10

# Printed results
print(f"reduced mass {MASS_U:.1f} u; a = {A:.1f} 1/angstrom (both states)")
print(f"D lower {D_LOW:.0f}, D upper {D_UP:.0f} cm^-1")
print(f"re lower {RE_LOW:.2f}, re upper {RE_UP:.2f}, r_ref {R_REF:.2f} angstrom")
print(f"m0 = {M0:.1f} D, m1 = {M1:.1f} D/angstrom, m2 = {M2:.1f} D/angstrom^2")
print(f"hbar^2/(2 mass) = {KIN:.5f} cm^-1 angstrom^2")
print(f"lambda lower = {lam_l:.4f}, lambda upper = {lam_u:.4f}")
print(f"zero-point energy lower {morse_energy(D_LOW, A, 0):.2f},"
      f" upper {morse_energy(D_UP, A, 0):.2f} cm^-1")
print("Bands: S; rbar/angstrom; kappa/angstrom^2; quadratic moment exact/D;")
print("       centroid value/D; ratio centroid/exact")
table = {}
for vu in range(NV):
    for vl in range(NV):
        s, xm, q, lin, full = band_data(vu, vl, RE_UP)
        rbar = R_REF + xm / s
        kappa = q / s - (xm / s)**2
        approx = quad_full(rbar) * s
        table[vu, vl] = (s, lin, full, approx)
        print(f"{vu}-{vl} {s:9.5f} {rbar:9.5f} {kappa:10.6f}"
              f" {full:9.5f} {approx:9.5f} {approx / full:9.4f}")
smallest = min(table, key=lambda k: abs(table[k][0]))
largest = max(table, key=lambda k: abs(table[k][0]))
for name, key in (("largest", largest), ("smallest", smallest)):
    s_d, rbar_d, _ = dvr[key]
    print(f"{name} |S|, band {key[0]}-{key[1]}: linear moment exact"
          f" {table[key][1]:.7f} D, centroid {quad_linear(rbar_d) * s_d:.7f} D")
    print(f"  quadratic intensity ratio centroid/exact ="
          f" {(table[key][3] / table[key][2])**2:.4f}")
print(f"largest linear discrepancy, all tested bands: {max_linear_diff:.1e} D")
print(f"1-0 overlap zero at re' - re'' = {delta0:.6f} angstrom")
print(f"  there X = {x_zero:.6f} angstrom, Q = {q_zero:.6f} angstrom^2")
print(f"  exact moments: linear {lin_zero:.6f} D, quadratic {full_zero:.6f} D")
print("1-0 scan: delta/angstrom; S; rbar/angstrom; quadratic exact/D;")
print("          centroid/D; intensity ratio centroid/exact")
for shift in (0.1, 0.03, 0.01, 0.003, 0.001, 0.0001):
    s, xm, q, lin, full = band_data(1, 0, RE_LOW + delta0 + shift)
    rbar = R_REF + xm / s
    approx = quad_full(rbar) * s
    print(f"{shift:7.4f} {s:10.6f} {rbar:10.4f} {full:9.5f}"
          f" {approx:11.5f} {(approx / full)**2:12.5g}")
print(f"accidental exactness at delta* = {shift_star:.6f} angstrom,"
      f" S = {s_st:.5f}")
print(f"  quadratic exact {full_st:.7f} D, centroid {approx_st:.7f} D")
print(f"harmonic 2-1, d = 1.99: S = {ho_near[0]:.6f},"
      f" xbar = {ho_near[1] / ho_near[0]:.6f} (dimensionless)")
print(f"harmonic 2-1, d = 2: |S| = {abs(ho_zero[0]):.1e},"
      f" Q = {ho_zero[2]:.6f} (dimensionless)")
print("all tests passed")
```

Output:

```
reduced mass 8.0 u; a = 2.0 1/angstrom (both states)
D lower 40000, D upper 25000 cm^-1
re lower 1.30, re upper 1.42, r_ref 1.36 angstrom
m0 = 1.0 D, m1 = 2.0 D/angstrom, m2 = 5.0 D/angstrom^2
hbar^2/(2 mass) = 2.10720 cm^-1 angstrom^2
lambda lower = 68.8885, lambda upper = 54.4611
zero-point energy lower 578.54, upper 456.94 cm^-1
Bands: S; rbar/angstrom; kappa/angstrom^2; quadratic moment exact/D;
       centroid value/D; ratio centroid/exact
0-0   0.40961   1.36267   0.002052   0.41601   0.41181    0.9899
0-1   0.57869   1.40065   0.000922   0.63319   0.63052    0.9958
0-2   0.54029   1.44125  -0.000393   0.64487   0.64593    1.0016
0-3   0.38282   1.48489  -0.001940   0.50459   0.50830    1.0074
1-0  -0.51046   1.33277   0.000911  -0.48687  -0.48455    0.9952
1-1  -0.32026   1.36533  -0.003177  -0.31863  -0.32372    1.0160
1-2   0.13179   1.42223   0.013682   0.15976   0.15074    0.9436
1-3   0.44832   1.45256   0.002570   0.55628   0.55052    0.9896
2-0   0.48248   1.30513  -0.000080   0.43660   0.43679    1.0004
2-1  -0.02637   1.39988   0.053983  -0.03580  -0.02869    0.8012
2-2  -0.39337   1.37817   0.001283  -0.41084  -0.40831    0.9939
2-3  -0.21404   1.40828  -0.007679  -0.22898  -0.23720    1.0359
3-0  -0.39772   1.27948  -0.000948  -0.34467  -0.34656    1.0055
3-1   0.25940   1.31803   0.004407   0.24562   0.23991    0.9767
3-2   0.27501   1.34433  -0.003770   0.26155   0.26673    1.0198
3-3  -0.19367   1.39477   0.009135  -0.21716  -0.20831    0.9593
largest |S|, band 0-1: linear moment exact 0.6257361 D, centroid 0.6257361 D
  quadratic intensity ratio centroid/exact = 0.9916
smallest |S|, band 2-1: linear moment exact -0.0284759 D, centroid -0.0284759 D
  quadratic intensity ratio centroid/exact = 0.6419
largest linear discrepancy, all tested bands: 1.4e-13 D
1-0 overlap zero at re' - re'' = -0.001955 angstrom
  there X = 0.042255 angstrom, Q = -0.004278 angstrom^2
  exact moments: linear 0.084509 D, quadratic 0.063118 D
1-0 scan: delta/angstrom; S; rbar/angstrom; quadratic exact/D;
          centroid/D; intensity ratio centroid/exact
 0.1000  -0.573607     1.3153  -0.52924    -0.52804      0.99548
 0.0300  -0.317550     1.1963  -0.23403    -0.25614       1.1979
 0.0100  -0.113055     0.9419  -0.04031    -0.11734       8.4739
 0.0030  -0.034314     0.0795   0.03196    -0.22775       50.773
 0.0010  -0.011464    -2.3764   0.05273    -0.72599       189.55
 0.0001  -0.001147   -35.5194   0.06208    -7.71894        15460
accidental exactness at delta* = 0.088327 angstrom, S = -0.58489
  quadratic exact -0.5291768 D, centroid -0.5291768 D
harmonic 2-1, d = 1.99: S = -0.007376, xbar = -0.502513 (dimensionless)
harmonic 2-1, d = 2: |S| = 2.8e-17, Q = -0.367879 (dimensionless)
all tests passed
```
